# Zeldovich Factor of a Circular Step Nucleus on a Ferroelectric Wall

A nucleation rate written as the equilibrium number of critical nuclei times their rate of growth is too large. It counts every nucleus that takes a step past the critical size as a success, although most such steps are soon reversed. It also uses the equilibrium number of critical nuclei, which is about twice the number present in the steady state. For a ferroelectric domain wall with the parameters used below, the overestimate is a factor of 57. The error also depends on field, as $E^{-3/2}$, so it distorts the field dependence of the rate and the activation field read from a Merz plot. The missing factor is the Zeldovich factor $Z$.

## The nucleus and its energy

Consider a flat 180-degree wall between domains of polarization $+P$ and $-P$. The field $E$ favours $+P$. The wall advances by one step height $a$ when a disc of radius $r$ and height $a$, lying against the wall, switches from $-P$ to $+P$ and then spreads. The rim of the disc is a step on the wall, with energy $\lambda$ per unit length.

The field energy per volume of a domain with polarization $\pm P+\chi E$ is $-\int_0^E(\pm P+\chi E')\,dE'=\mp PE-\chi E^2/2$. The last term is the same in both domains, so switching gains $2PE$ per volume. With the gain per wall area

$$g=2PEa, \tag{1}$$

the energy of the nucleus is

$$W(r)=2\pi\lambda r-\pi g r^2. \tag{2}$$

The quantities $P$, $a$, $\lambda$ and the temperature $T$ are taken as independent of field, and $\lambda$ as independent of $r$. The second assumption fails for an uncompensated rim charge, which is treated at the end.

Setting $W'(r)=2\pi\lambda-2\pi g r$ to zero gives the critical radius, and inserting it in (2) gives the barrier:

$$r_*=\frac{\lambda}{g},\qquad W_*=\frac{2\pi\lambda^2}{g}-\frac{\pi\lambda^2}{g}=\frac{\pi\lambda^2}{g}. \tag{3}$$

Since $\lambda=g r_*$, equation (2) reads $W=-\pi g(r^2-2rr_*)$. Completing the square yields

$$W(r)=W_*-\pi g\,(r-r_*)^2, \tag{4}$$

with no higher terms.

The nucleus grows by cells, each covering an area $s$ of the wall. Its size is therefore counted by

$$n=\frac{\pi r^2}{s},\qquad n_*=\frac{\pi\lambda^2}{s g^2}. \tag{5}$$

## The factor defined by the flux

Let $f_n$ be the number of nuclei of size $n$, $b_n$ the rate at which one of them gains a cell, and $d_n$ the rate at which it loses one. The net flux from $n$ to $n+1$ is

$$J=b_nf_n-d_{n+1}f_{n+1}. \tag{6}$$

In equilibrium the populations would be $C_n=C_0e^{-W_n/k_BT}$ and each such flux would vanish. This is detailed balance, $b_nC_n=d_{n+1}C_{n+1}$. Using it to eliminate $d_{n+1}$ from (6) gives

$$\frac{J}{b_nC_n}=\frac{f_n}{C_n}-\frac{f_{n+1}}{C_{n+1}}. \tag{7}$$

In the steady state $J$ is the same for all $n$. Summed from $n=1$ to a size $N$ well beyond $n_*$, the right side collapses to $f_1/C_1-f_{N+1}/C_{N+1}$. The smallest nuclei are held at equilibrium, $f_1=C_1$, and nuclei that reach $N+1$ are removed, $f_{N+1}=0$. Hence

$$\frac1J=\sum_{n=1}^{N}\frac{1}{b_nC_n}. \tag{8}$$

Each size acts as a resistance in series, and the sizes near the top of the barrier, where $C_n$ is smallest, contribute most. The Zeldovich factor is defined by

$$J=Z\,b_*C_*, \tag{9}$$

where $b_*$ and $C_*$ are the values of the smooth functions at $n_*$. Equations (8) and (9) give

$$\frac1Z=\sum_{n=1}^{N}\frac{b_*}{b_n}\,e^{(W_n-W_*)/k_BT}. \tag{10}$$

Thus $1/Z$ is an effective number of sizes that share the resistance.

## Evaluation by the curvature

The direct estimate of (10) sets $b_n=b_*$, replaces the sum by an integral, and expands $W$ to second order about $n_*$. From (5), $r=\sqrt{sn/\pi}$, so (2) becomes

$$W(n)=2\lambda\sqrt{\pi s n}-g s n. \tag{11}$$

Two derivatives give

$$W'(n)=\lambda\sqrt{\pi s}\,n^{-1/2}-gs,\qquad W''(n)=-\tfrac12\lambda\sqrt{\pi s}\,n^{-3/2}. \tag{12}$$

At the critical size, (5) gives $n_*^{-3/2}=s^{3/2}g^3/(\pi^{3/2}\lambda^3)$. Therefore

$$W''(n_*)=-\frac12\,\lambda\,\pi^{1/2}s^{1/2}\,\frac{s^{3/2}g^3}{\pi^{3/2}\lambda^3}=-\frac{s^2g^3}{2\pi\lambda^2}. \tag{13}$$

The Gaussian integral $\int e^{-|W''|x^2/2k_BT}dx=\sqrt{2\pi k_BT/|W''|}$ is $1/Z$, so

$$Z=\sqrt{\frac{|W''(n_*)|}{2\pi k_BT}}=\frac{s\,(2PEa)^{3/2}}{2\pi\lambda\sqrt{k_BT}}. \tag{14}$$

At fixed $T$, $P$, $\lambda$, $a$ and $s$, this is proportional to $E^{3/2}$.

## Why the result holds for a broad barrier

The expansion in $n$ needs a closer look. Multiplying (14) by $n_*$ from (5), and using $\lambda/\sqrt g=\sqrt{W_*/\pi}$ from (3), gives

$$Zn_*=\frac{\lambda}{2\sqrt{g\,k_BT}}=\frac12\sqrt{\frac{W_*}{\pi k_BT}}. \tag{15}$$

For a barrier of $24\,k_BT$ this is 1.4. The width $1/Z$ is then 0.7 of the critical size itself, and over such a range (11) is not well described by a parabola in $n$.

The radius removes the difficulty, because (4) is a parabola in $r$. Suppose that cells attach along the rim, so that $b_n\propto r$ and $b_*/b_n=r_*/r$. When the terms of (10) vary slowly from one $n$ to the next, the sum becomes an integral with $dn=(2\pi r/s)\,dr$. The factor $r$ cancels:

$$\frac1Z=\frac{2\pi r_*}{s}\int_0^\infty e^{-\pi g(r-r_*)^2/k_BT}\,dr. \tag{16}$$

The substitution $u=(r-r_*)\sqrt{\pi g/k_BT}$ puts the lower limit at $-\sqrt{W_*/k_BT}$, since $\pi g r_*^2=W_*$. The integral equals

$$\sqrt{\frac{k_BT}{g}}\;\frac{1+\mathrm{erf}\sqrt{W_*/k_BT}}{2}. \tag{17}$$

For a high barrier the last fraction differs from 1 by an exponentially small amount. What remains is $1/Z=(2\pi\lambda/sg)\sqrt{k_BT/g}$, which is (14) again. Within this continuum model there is no correction in powers of $k_BT/W_*$.

Other attachment laws can be judged in the same way. Let $b_n\propto r^q$ and $v=(r-r_*)/r_*$. The integrand of (16) then acquires the factor $(1+v)^{1-q}$. The Gaussian weight has mean squares

$$\langle v^2\rangle=\frac{k_BT}{2\pi g r_*^2}=\frac{k_BT}{2W_*},\qquad \langle v^4\rangle=3\langle v^2\rangle^2. \tag{18}$$

For a constant rate, $q=0$, the extra term is odd in $v$ and averages to zero, apart from the small tail at $r=0$, so (14) stands. For attachment proportional to the area, $q=2$, the expansion $(1+v)^{-1}=1-v+v^2-v^3+v^4-\dots$ gives

$$\frac1Z\to\frac1Z\left[1+\frac{k_BT}{2W_*}+\frac34\left(\frac{k_BT}{W_*}\right)^2+\dots\right]. \tag{19}$$

## The exponent and the choice of size variable

Equation (16) shows where the exponent comes from. The thermal width of the barrier top in radius is $\sqrt{k_BT/g}\propto E^{-1/2}$. The number of cells per unit radius at the critical size is $2\pi r_*/s\propto E^{-1}$. Their product is $1/Z\propto E^{-3/2}$.

The exponent $3/2$ thus belongs to a size counted in cells. If the radius is the size variable, (4) gives $d^2W/dr^2=-2\pi g$, and the factor is

$$Z_r=\sqrt{\frac{2\pi g}{2\pi k_BT}}=\sqrt{\frac{g}{k_BT}}\propto E^{1/2},\qquad Z=Z_r\left(\frac{dr}{dn}\right)_*=\frac{s}{2\pi r_*}\,Z_r. \tag{20}$$

It carries the unit of inverse length. The flux does not depend on this choice. For slowly varying populations (7) becomes $J=-bC\,d(f/C)/dn$. In terms of the radius, the equilibrium density is $c=C\,dn/dr$, and the same flux reads $J=-D\,c\,d(f/C)/dr$ with $D=b\,(dr/dn)^2$. The product $D_*c_*Z_r=b_*C_*(dr/dn)_*Z_r$ equals $Zb_*C_*$.

The exponent does not require a circle. Any compact shape that keeps its proportions as it grows has a rim energy $A\sqrt n$, with $A$ constant, so $W=A\sqrt n-gsn$. Then $\sqrt{n_*}=A/(2gs)$, and

$$W''(n_*)=-\frac A4\,n_*^{-3/2}=-\frac{2g^3s^3}{A^2},\qquad Z=\frac1A\sqrt{\frac{g^3s^3}{\pi k_BT}}. \tag{21}$$

The circle has $A=2\lambda\sqrt{\pi s}$, which restores (14). A square with the same line tension has $A=4\lambda\sqrt s$, and its $Z$ is smaller by the factor $\sqrt\pi/2=0.89$, with the same power of field. This takes the rim energy as smooth in $n$. If a square grows by whole rows of cells, its rim energy rises in jumps of $2\lambda\sqrt s$. For the parameters used below each jump would be $3.1\,k_BT$, and (21) could not be used for such a square.

## Consequence for the Merz law

With (3), the exponential in $C_*$ takes the Merz form:

$$\frac{W_*}{k_BT}=\frac{E_a}{E},\qquad E_a=\frac{\pi\lambda^2}{2Pa\,k_BT}. \tag{22}$$

For the prefactor, let the rim offer one site per length $\sqrt s$, each filled at a rate $\nu$ independent of field. Then $b_*=2\pi r_*\nu/\sqrt s$, and with (20)

$$Zb_*=\frac{s}{2\pi r_*}\sqrt{\frac{g}{k_BT}}\;\frac{2\pi r_*\nu}{\sqrt s}=\nu\sqrt{\frac{sg}{k_BT}}. \tag{23}$$

The length of the rim cancels. For fixed $C_0$ and a rigid circular rim the nucleation rate is therefore $J\propto E^{1/2}e^{-E_a/E}$. The slope of a Merz plot is

$$-\frac{d\ln J}{d(1/E)}=E_a+\frac E2. \tag{24}$$

Without $Z$ the prefactor would be $b_*\propto E^{-1}$ and the predicted slope $E_a-E$. An activation field extracted with that expression is too large by $3E/2$. These statements concern the rate of nucleation on a wall. A switching time also contains the spreading of the steps, which is not treated here.

The power $1/2$ in the rate depends on the rim being rigid. When the energy of one cell edge, $\lambda\sqrt s$, is comparable to $k_BT$ (it is $1.5\,k_BT$ in the example below), the rim fluctuates in shape. Then $\lambda$ must be read as a free energy per length, and the shape modes add a term $\tfrac54k_BT\ln n$ to $W$. This lowers $Z$ by only about 2 percent at 0.2 MV/cm, so the shift of about $3E/2$ from omitting $Z$ remains. It also multiplies $C_*$ by about $n_*^{-5/4}\propto E^{5/2}$, so the prefactor of $J$ goes roughly as $E^3$ and the slope is near $E_a+3E$.

## A thin-film example

Take round parameters: $P=50$ µC/cm², $a=0.4$ nm, $s=a^2=0.16$ nm², $\lambda=0.1$ eV/nm, $T=300$ K and $E=0.2$ MV/cm. In units suited to (1), $P$ is 3.12 elementary charges per nm² and $E$ is 0.02 V/nm. Then

$$g=2(3.12)(0.02)(0.4)=0.0499\ \text{eV/nm}^2,$$

$$r_*=\frac{0.1}{0.0499}=2.0\ \text{nm},\qquad n_*=\frac{\pi(2.0)^2}{0.16}\approx79.$$

The barrier is $W_*=\pi(0.1)^2/0.0499=0.63$ eV, or $24.3\,k_BT$ with $k_BT=0.02585$ eV. Equation (14) gives

$$Z=\frac{0.16\,(0.0499)^{3/2}}{2\pi(0.1)\sqrt{0.02585}}=0.0177,\qquad \frac1Z=57\ \text{cells}.$$

The size of this number reflects recrossing. By (7), the ratio $f/C$ at the critical size is the share of the total resistance that lies beyond it. For the Gaussian in (16) that share is one half. Forward steps at the top therefore occur at the rate $b_*C_*/2$, while the net flux is $Zb_*C_*$. The net fraction is $2Z=0.035$, about one forward step in 28.

As a test of (14), the stationary populations were computed from the balance of gains and losses at each size up to $9n_*$, with rim attachment. The flux then gives $Z$ through (9):

| $E$ (MV/cm) | $n_*$ | $W_*/k_BT$ | $Z$ |
|---|---|---|---|
| 0.1 | 315 | 48.7 | 0.0062 |
| 0.2 | 79 | 24.3 | 0.0177 |
| 0.3 | 35 | 16.2 | 0.0325 |
| 0.4 | 20 | 12.2 | 0.0500 |

These values agree with (14) to better than one part in a thousand at all four fields. Fourfold field raises $Z$ eightfold, as $4^{3/2}$ requires. At 0.2 MV/cm a constant attachment rate gives the same $Z$. Attachment proportional to area gives 0.0173, lower by about 2 percent, as (19) predicts.

The activation field is 4.87 MV/cm. At 0.2 MV/cm the slope (24) exceeds it by 0.1 MV/cm, or 2 percent. Omitting $Z$ from the analysis would shift the extracted value by 0.3 MV/cm, or 6 percent. The full set of values is in the numerical output.

## Where the model fails

Of the neglected effects estimated here, the electrostatic one changes $Z$ the most. Across the rim, the component of polarization normal to the step changes by $2P\cos\theta$, where $\theta$ is the angle between the rim normal and the polar axis. The rim therefore carries a line charge $\Lambda\cos\theta$ with $\Lambda=2Pa$. In an isotropic medium of permittivity $\epsilon$, with a short-distance cutoff $\ell$ and no free charge, its energy is

$$U=\frac{\Lambda^2r^2}{8\pi\epsilon}\int_0^{2\pi}\!\!\int_0^{2\pi}\frac{\cos\theta\cos\theta'\,d\theta\,d\theta'}{\sqrt{4r^2\sin^2[(\theta-\theta')/2]+\ell^2}}. \tag{25}$$

At fixed $\varphi=\theta-\theta'$ the integral of the product of cosines over $\theta$ is $\pi\cos\varphi$. The remaining integral over $\varphi$ is dominated by close pairs on either side of a point, each side giving $\ln(r/\ell)$ plus a constant. So $U=(\Lambda^2r/4\epsilon)[\ln(r/\ell)+\text{const}]$. Division by $2\pi r$ gives a tension that grows with size:

$$\lambda(r)=\lambda+\lambda_1\ln\frac{r}{r_0},\qquad \lambda_1=\frac{(2Pa)^2}{8\pi\epsilon}. \tag{26}$$

The constants are absorbed in $\lambda$, defined as the tension at $r_0=2.0$ nm, the critical radius found above. The energy now has $W'(r)=2\pi[\lambda(r)+\lambda_1-gr]$, so the new critical radius $r_c$ obeys $gr_c=\lambda(r_c)+\lambda_1$. The second derivative there is $-2\pi g(1-y)$ with $y=\lambda_1/(gr_c)$, and (20) is replaced by

$$Z=\frac{s}{2\pi r_c}\sqrt{\frac{g(1-y)}{k_BT}}. \tag{27}$$

For a rough relative permittivity of 300, $\lambda_1/\lambda=0.15$. The critical radius grows by the factor 1.17, $y=0.13$, and $Z$ falls to $\sqrt{0.87}/1.17=0.80$ of its ideal value. The radius also shrinks faster with field, because a smaller nucleus has a lower tension. The local exponent rises from 1.5 to about 1.64. The effect on the Merz plot is much larger than the effect on $Z$. Since the barrier obeys $dW_c/dg=-\pi r_c^2$, its part of the slope becomes $E_a(gr_c/\lambda)^2$, which depends on field. The full slope is about 8.2, 6.8 and 6.1 MV/cm at 0.1, 0.2 and 0.3 MV/cm, against 4.9 to 5.0 MV/cm from (24). With an uncompensated rim this curvature hides the terms $E/2$ and $3E/2$. This is an estimate of size, since the logarithm is crude for a radius of about six cell widths and the disc was kept circular. Mobile charge that compensates the rim reduces the effect, and a lower permittivity increases it.

The other estimates are smaller in their effect on $Z$ at 0.2 MV/cm. If the tension is reduced by overlap of opposite edges as $\lambda(1-e^{-2r/w})$, with a rough step width $w=1$ nm, $Z$ rises by 1.5 percent and the local exponent becomes 1.44. Nonlinear polarization in a quartic double well, with the same relative permittivity of 300 at low field, lowers the driving energy $g$ by 0.6 percent and so lowers $Z$ by 0.9 percent, if $\lambda$ is held fixed. Operation at 358 K lowers it by 8 percent if $P$ and $\lambda$ are held fixed. Their own changes with temperature enter as $P^{3/2}/\lambda$.

At high field the critical nucleus has too few cells to be trusted as a smooth disc with a constant line tension. The barrier falls to $10\,k_BT$ at 0.49 MV/cm, where (5) leaves about 13 cells in the critical nucleus. Equation (14) still follows from the model there, but the model itself is doubtful. For these parameters this happens below a rough breakdown field of 1 MV/cm. A tighter limit comes from the quartic double well used above. Its $-P$ minimum disappears at $E=P/(3\sqrt3\,\chi)$ with $\chi=\epsilon_0(\epsilon_r-1)$, which is 0.36 MV/cm for a relative permittivity of 300. Above that field no metastable domain is left to nucleate from, so the 0.4 MV/cm row of the table and the 0.49 MV/cm figure test the formula only and do not describe such a film.

The polarization, step height and field are in the rough range of perovskite thin-film capacitors. The line tension is a chosen value, not a measured one. Real films also break the assumption of a uniform wall, because defects change the step energy locally. If a defect lowers $\lambda$ by 10 percent over the whole nucleus, with all else fixed, (14) raises $Z$ by 11 percent and (22) lowers $E_a$ by 19 percent. At 0.2 MV/cm the latter reduces the exponent $E_a/E$ from 24.3 to 19.7 and multiplies the local rate by about 100. In such a film the spread of step energies acts on the rate mainly through the exponential, and a measured power of field in the prefactor can be compared with (23) only if that spread is known, and only after the rim charge and the shape fluctuations of the rim are accounted for, since each changes the apparent power by more than the $1/2$ in (23).

## Numbers as computed

```
Polarization P = 50.0 uC/cm2
Step height a = 0.40 nm
Wall area per cell s = 0.16 nm2
Line tension = 0.100 eV/nm
Temperature T = 300.0 K
Thermal energy kB T = 0.02585 eV
Field E = 0.20 MV/cm
Driving energy per wall area g = 0.04993 eV/nm2
Critical radius = 2.0027 nm
Critical cell number = 78.75
Barrier = 0.6292 eV
Barrier / kB T = 24.338
Z per cell, formula = 0.017671
Z per cell, curvature = 0.017671
Z per cell, kinetic, perimeter attachment = 0.017671
Z per cell, kinetic, constant attachment = 0.017671
Z per cell, kinetic, area attachment = 0.017291
Barrier width 1/Z = 56.59 cells
Z times critical cell number = 1.3917
Z per radius = 1.3898 1/nm
Merz activation field = 4.868 MV/cm
E = 0.1 MV/cm: n* = 315.0, W*/kT = 48.68, kinetic Z = 0.00625
E = 0.2 MV/cm: n* = 78.8, W*/kT = 24.34, kinetic Z = 0.01767
E = 0.3 MV/cm: n* = 35.0, W*/kT = 16.23, kinetic Z = 0.03246
E = 0.4 MV/cm: n* = 19.7, W*/kT = 12.17, kinetic Z = 0.04998
Field exponent of Z per cell = 1.50000
Field exponent of Z per radius = 0.50000
Field exponent of flux prefactor = 0.50000
Rough relative permittivity = 300
Rim charge: log coefficient / tension = 0.1496
Rim charge: Z / ideal Z = 0.7960
Rim charge: local field exponent = 1.6354
Rough step width = 1.0 nm
Edge overlap: Z / ideal Z = 1.0153
Edge overlap: local field exponent = 1.4428
Induced / spontaneous polarization = 0.1059
Nonlinear response: driving energy ratio = 0.99402
Nonlinear response: Z / ideal Z = 0.99104
Temperature of use = 358.15 K
Hot Z / ideal Z at fixed P and tension = 0.9152
Rough breakdown field = 1.0 MV/cm
Field / breakdown field = 0.20
Field where barrier is 10 kB T = 0.487 MV/cm
```
